# Barrier-Top Frequency of a Hyperbolic-Cosine Channel and Source-Drain Tunnelling, part 2

How far does the curvature at the top of a transistor's channel barrier determine the tunnelling current? An electron of effective mass \(m\) moves along a channel \(|x|\le L/2\) with potential energy

\[
U(x)=U_0-a\left[\cosh\frac{x}{\lambda}-1\right],
\qquad
a=\frac{B}{\cosh(L/2\lambda)-1}. \tag{5}
\]

Here \(U_0\) is the top, \(B\) the drop from it to either end, and \(\lambda\) the scale length. The lowering \(u\) of the potential energy below its long-channel level is assumed to obey

\[
\lambda^2\frac{d^2u}{dx^2}=u, \tag{2}
\]

with \(u=A\) at both ends when there is no drain bias.

The barrier-top frequency \(\omega\), defined by \(m\omega^2=-U''(0)\), is the rate at which an electron runs away from the top. It equals \(\sqrt{a/m}/\lambda\). At fixed \(B\),

\[
\omega=\frac{1}{\lambda\sinh(L/4\lambda)}\sqrt{\frac{B}{2m}},
\qquad
\omega\to\frac1\lambda\sqrt{\frac{2B}{m}}\;e^{-L/4\lambda}
\quad (L\gg\lambda). \tag{1}
\]

If the gate and contact levels are held instead, \(A\) is fixed and

\[
\omega=\frac1\lambda\sqrt{\frac{A}{m\cosh(L/2\lambda)}}
\to\frac1\lambda\sqrt{\frac{2A}{m}}\,e^{-L/4\lambda}
\quad(L\gg\lambda). \tag{11}
\]

An electron of energy \(E\) has depth \(\varepsilon=U_0-E\), negative above the top. The inverted parabola with the same curvature at the top transmits it with probability

\[
T(\varepsilon)=\frac{1}{1+e^{2\pi\varepsilon/\omega}}. \tag{21}
\]

The algebra uses atomic units: \(\hbar=1\), \(m\) is in free-electron masses, and \(\omega\) is also an energy. Numerical examples give \(\hbar\omega\) in eV and lengths in nm.

The example has \(L=12\) nm, \(\lambda=3\) nm, \(B=0.30\) eV and a mass of 0.19 free-electron masses, so that \(a=0.1086\) eV, \(A=0.409\) eV and \(\hbar\omega=0.0696\) eV. A drain bias of 0.60 V at fixed gate and source levels raises \(\hbar\omega\) to 0.087 eV. A two-dimensional solution for an idealised body 9.42 nm thick, with gates directly on its faces and the same \(L\) and midplane \(B\), gives 0.080 eV.

**The thermal current.** In one transverse mode, the electrons arriving from one contact carry a flux \(\int T f\,dE/2\pi\), because the velocity \(dE/dk\) cancels the density of states. Suppose that the occupation \(f\) is proportional to \(e^{-\beta E}\), with \(\beta=1/k_BT\), where \(T\) in \(k_BT\) is the temperature. Classical electrons pass if they are above the top and not otherwise, which gives \(e^{-\beta U_0}/\beta\) for the energy integral. The ratio of the quantum flux to the classical one is

\[
\kappa=\beta\int T(\varepsilon)\,e^{\beta\varepsilon}\,d\varepsilon. \tag{22}
\]

For the parabola the integral runs over all \(\varepsilon\). Put \(z=e^{2\pi\varepsilon/\omega}\) and \(q=\beta\omega/2\pi\), so that \(d\varepsilon=(\omega/2\pi)dz/z\):

\[
\kappa=q\int_0^\infty\frac{z^{q-1}}{1+z}\,dz
=\frac{\pi q}{\sin\pi q}
=\frac{\beta\omega/2}{\sin(\beta\omega/2)},\qquad 0<q<1. \tag{23}
\]

To find the integral, call it \(I\) and take a contour that runs out just above the positive real axis and returns just below it. The returning part carries the phase \(e^{2\pi i(q-1)}\), and the pole at \(z=-1\) contributes \(2\pi i\,e^{i\pi(q-1)}\). The large and small circles contribute nothing for \(0<q<1\). Hence \(I[1-e^{2\pi i(q-1)}]=2\pi i\,e^{i\pi(q-1)}\), which gives \(I=\pi/\sin\pi q\).

The condition \(q<1\) defines the crossover temperature of the parabola,

\[
T_c=\frac{\hbar\omega}{2\pi k_B}, \tag{24}
\]

written with \(\hbar\) restored. Above \(T_c\) the Boltzmann factor in (22) grows with depth more slowly than the transmission falls, and the integral converges. At \(T_c\) the parabolic result diverges, because an infinitely deep parabola supplies electrons at every depth. A real barrier ends at the contacts, so the divergence marks the failure of the parabola and not an infinite current.

In the example \(T_c=128\) K. At 300 K, \(q=128.5/300\), and (23) gives \(\kappa=1.38\). The Schrödinger equation was also solved numerically for the actual barrier, joined at its ends to flat contacts at \(U_0-B\), and the result inserted in (22) gives 1.42. The excess over the parabolic value depends on the abrupt change of slope at the contacts: if the barrier is continued smoothly far below the contact level, the same range of energy gives 1.37. The quantum flux in this model is thus about 40% above the classical one: tunnelling below the top more than makes up for the reflection of electrons above it.

**The exponent of the actual barrier.** Deeper down, the parabola no longer represents the potential. Write the wave function in the forbidden region as \(e^{-S}\). The Schrödinger equation becomes \(S'^2-S''=2m(U-E)\). If the decay constant changes little over its own inverse, \(S''\) may be dropped. The amplitude then falls by \(e^{-\int S'dx}\), and the probability is governed by \(e^{-J}\), with

\[
J(\varepsilon)=2\int_{-x_t}^{x_t}\sqrt{2m[U(x)-E]}\;dx,
\qquad
U-E=\varepsilon-2a\sinh^2\frac{x}{2\lambda}. \tag{25}
\]

The turning points \(\pm x_t\) are the zeros of \(U-E\), and they lie in the channel for \(0<\varepsilon\le B\). Put \(s=\sqrt{\varepsilon/2a}\) and substitute \(\sinh(x/2\lambda)=s\sin\varphi\). The limits become \(\varphi=\pm\pi/2\), the square root becomes \(\sqrt{2m\varepsilon}\cos\varphi\), and differentiation gives

\[
dx=\frac{2\lambda s\cos\varphi\,d\varphi}{\sqrt{1+s^2\sin^2\varphi}}. \tag{26}
\]

The prefactor simplifies, because \(s\sqrt{2m\varepsilon}=\varepsilon\sqrt{m/a}=\varepsilon/(\lambda\omega)\). The integrand is even in \(\varphi\), so

\[
J=\frac{8\varepsilon}{\omega}\int_0^{\pi/2}
\frac{\cos^2\varphi}{\sqrt{1+s^2\sin^2\varphi}}\,d\varphi. \tag{27}
\]

For small \(s\) the inverse root is \(1-\tfrac12s^2\sin^2\varphi+\dots\). The integrals needed are \(\int_0^{\pi/2}\cos^2\varphi\,d\varphi=\pi/4\) and \(\int_0^{\pi/2}\cos^2\varphi\sin^2\varphi\,d\varphi=\pi/16\). They give

\[
J=\frac{2\pi\varepsilon}{\omega}\left[1-\frac{s^2}{8}+\dots\right]
=\frac{2\pi\varepsilon}{\omega}\left[1-\frac{\varepsilon}{16a}+\dots\right]. \tag{28}
\]

The leading term agrees with the exponent in (21). The root in (27) is at least one, so the full \(J\) is smaller than the parabolic value at every depth considered here. The reason is geometrical: a hyperbolic cosine falls away faster than its own parabola, and the barrier is thinner at a given depth.

At \(\varepsilon=0.10\) eV in the 12 nm channel, (25) gives \(J=8.59\), while the parabola gives 9.03. The replacement of \(2\pi\varepsilon/\omega\) by \(J\) in (21) suggests the interpolation \(T\simeq1/(1+e^J)\), which reduces to (21) near the top and tends to \(e^{-J}\) far below it. It was compared with a numerical solution for the same barrier continued smoothly to 5 eV below the top, which weakens the reflection at the contacts. The interpolation is higher than the solution by 9% at a depth of 0.02 eV, by 5% at 0.05 eV and by 3% at 0.10 eV. The reflection that remains matters at this level: if the barrier is continued to 20 or 60 eV instead, the differences shift by up to five percentage points and lie between 4% and 7%. If the reflection is removed altogether, by matching to outgoing semiclassical waves far below the top, the interpolation is 5% to 6% too high at all three depths, so the trend from 9% to 3% comes from the contacts and not from the barrier.

**Why the current does not follow the frequency.** The correction in (28) is small for \(\varepsilon\ll16a\). In a long channel \(a\simeq2Be^{-L/2\lambda}\), so the range of energy in which the parabola holds shrinks exponentially. At fixed depth the length will eventually carry the electron out of this range.

Even the top itself is affected. The wave function there extends over a distance of order \(1/\sqrt{m\omega}=\lambda\sqrt{\omega/a}\). Since \(a\) falls as \(e^{-L/2\lambda}\) and \(\omega\) only as \(e^{-L/4\lambda}\), this distance exceeds \(\lambda\) in a long channel, and the electron feels more than the parabolic part of the barrier. At 48 nm \(\omega\) is 15 times \(a\), and the transmission at the top of the smoothly continued barrier is about 0.285 instead of one half.

The exponent in that regime can be found directly. For \(L\gg\lambda\) and fixed \(\varepsilon\), the turning point satisfies \(\tfrac12a\,e^{x_t/\lambda}\simeq\varepsilon\), which gives

\[
x_t\simeq\frac L2-\lambda\ln\frac B\varepsilon. \tag{29}
\]

At a distance \(w\lambda\) inside the turning point, the potential has fallen below the top by \(\varepsilon e^{-w}\). The decay constant is \(\sqrt{2m\varepsilon}\sqrt{1-e^{-w}}\), which differs from \(\sqrt{2m\varepsilon}\) within a few scale lengths of the turning point and hardly at all elsewhere. The total deficit from this region is set by

\[
\int_0^\infty\left(1-\sqrt{1-e^{-w}}\right)dw
=\int_0^1\frac{2r}{1+r}\,dr=2-2\ln2, \tag{30}
\]

where \(r=\sqrt{1-e^{-w}}\) and \(dw=2r\,dr/(1-r^2)\). The integral in (25) consists of two equal halves, so

\[
J\simeq2\sqrt{2m\varepsilon}
\left[L-2\lambda\ln\frac B\varepsilon-4\lambda(1-\ln2)\right],
\qquad \frac{dJ}{dL}\to2\sqrt{2m\varepsilon}. \tag{31}
\]

The barrier has become a plateau of height \(\varepsilon\) above the electron, and each added length contributes the same amount to the exponent. The parabola would instead make \(J\) grow as \(1/\omega\), that is, as \(e^{L/4\lambda}\). At a depth of 0.10 eV and \(L=48\) nm, with \(B\) and \(\lambda\) unchanged, the direct integral gives \(J=53\) and the parabola 210. Between 60 and 72 nm the direct exponent grows by 1.412 per nanometre, as (31) predicts.

The thermal enhancement also departs from its parabolic value, though much less. At 24 nm, where \(\hbar\omega=0.0225\) eV, the parabola gives \(\kappa=1.032\) at 300 K, but the numerical solution with flat contacts gives 1.019. The smaller exponent does not explain this difference: putting \(J\) in place of \(2\pi\varepsilon/\omega\) in (21) raises the transmission below the top, and so would raise \(\kappa\). Nor does the reflection at the abrupt change of slope at the contacts: if the barrier is continued smoothly far below the contact level, which removes this reflection, \(\kappa\) is 1.016, lower still. The reduction therefore belongs to the smooth barrier itself. At this length \(\omega\) is already twice \(a\), so the wave function near the top extends beyond the parabolic part, and (21) is inaccurate there with either exponent.

**Low temperature and degenerate contacts.** For the actual barrier, \(T_c\) doesn't mark the point at which deep tunnelling takes over. Because \(J\) grows with depth more slowly than \(2\pi\varepsilon/\omega\), this can happen well above \(T_c\). In the 24 nm channel \(T_c\) is 42 K, but with the contacts described below, electrons more than 0.10 eV under the top already carry about 97% of the small-bias current at 62 K. Once deep tunnelling dominates, the occupation of the contacts must be treated with the Fermi function \(f\). For a small bias, the current is proportional to the difference of occupation of the two contacts, so the conductance of one mode is proportional to \(\int T(-df/dE)\,dE\). Classical passage over the top gives \(f(U_0)\). Let the Fermi level lie 0.05 eV above the contact band edge, and hence 0.25 eV below the top. At 300 K the ratio of the two is 1.42, as with Boltzmann occupation. At 77 K it is of order \(10^8\). The over-barrier current has then almost frozen out, and what remains is tunnelling near the Fermi level. Equation (23) cannot describe it, and neither can \(\omega\) alone, since the whole shape of the barrier enters through \(J\).

**Comparison with silicon transistors.** A channel of 12 nm is somewhat shorter than the gates of advanced silicon logic transistors, which are roughly 15 to 20 nm long. A scale length of 3 nm is a rough value for a thin body with gates on both sides. Real devices operate with a drain bias, which raised \(\hbar\omega\) by 25% in the example at 0.60 V. They have an insulator between gate and body, and a potential that varies across the body. The idealised body without an insulator, treated in the first half, gave a shift of 15%. The charge of electrons that spill into the channel ends is left out of (2). With the Fermi level 0.05 eV above the contact band edge, a semiclassical estimate for the 12 nm channel at 300 K, using the bulk density of states of silicon, lowers \(\hbar\omega\) by about 2% at fixed \(B\). That Fermi level corresponds to about \(8\times10^{19}\) electrons per cm\(^3\). The effect grows quickly in more heavily doped contacts: the same estimate gives about 5% for a Fermi level of 0.10 eV and 13% for 0.15 eV, or roughly \(2\times10^{20}\) and \(3\times10^{20}\) cm\(^{-3}\). Dopants that spread from the contacts into the channel change the effective length. If the gate and contact levels stay fixed, (11) applies, and near 12 nm a small change of length alters \(\omega\) by about 8% per nanometre.

The band structure matters as well. Silicon has conduction valleys whose mass along the channel may be near 0.92 instead of 0.19 free-electron masses, depending on orientation. For these \(\hbar\omega\) is 0.032 eV, less than half the value for the light mass, because \(\omega\propto m^{-1/2}\). Below the band edge the dispersion also departs from a parabola. With \(k^2/2m=E(1+\alpha E)\) measured from the edge, a depth \(\delta\) gives the squared decay constant \(2m\delta(1-\alpha\delta)\). For the rough value \(\alpha=0.5\) eV\(^{-1}\), the exponent at 0.10 eV falls from 8.59 to 8.42. The correction vanishes at the top, so \(\omega\) is unaffected.

Tunnelling between the valence and conduction bands is left out of the model. With the 0.60 V bias, the conduction band drops by 0.84 eV from the top to the drain. This is less than the silicon gap of roughly 1.1 eV, so in this example the valence-band edge at the top stays below the conduction-band edge in the drain, and no energy window opens between them. A larger bias could open one. Scattering in the channel has not been assessed. The numerical output lists the values for the other lengths and depths.

## Values computed for the example and the checks

```
channel length L = 12.0 nm, scale length = 3.0 nm
end-to-top amplitude B = 0.30 eV, mass = 0.19 m_e
temperature = 300 K, kT = 0.02585 eV
hbar^2/m_e = 0.076200 eV nm^2
L/(4 lam) = 1.000, sinh = 1.1752
curvature energy a = 0.1086 eV
barrier-top quantum hbar*omega = 0.06957 eV
barrier-top omega = 1.0569e+14 rad/s
crossover temperature = 128.5 K
L(nm) | formula(eV) | grid(eV) | asymptote(eV) | formula/asymptote
   6 | 0.156894 | 0.156894 | 0.099176 | 1.5820
   9 | 0.099423 | 0.099423 | 0.077238 | 1.2872
  12 | 0.069568 | 0.069568 | 0.060153 | 1.1565
  18 | 0.038396 | 0.038396 | 0.036485 | 1.0524
  24 | 0.022542 | 0.022542 | 0.022129 | 1.0187
  36 | 0.008161 | 0.008161 | 0.008141 | 1.0025
  48 | 0.002996 | 0.002996 | 0.002995 | 1.0003
d ln(omega)/dL at 12 nm: formula -0.10942, grid -0.10942 1/nm
mean slope 48-60 nm = -0.08336; -1/(4 lam) = -0.08333 1/nm
WKB exponent at depth 0.10 eV (no unit):
  L=12 nm: direct 8.585, parabola 9.032
  L=24 nm: direct 21.077, parabola 27.873
  L=48 nm: direct 53.348, parabola 209.729
its growth 60-72 nm = 1.4116, law 1.4124 1/nm
smoothly continued barrier, L=12 nm: depth(eV), T solved, T WKB
  0.02, 1.3212e-01, 1.4354e-01
  0.05, 1.1613e-02, 1.2177e-02
  0.10, 1.8090e-04, 1.8689e-04
thermal enhancement at 300 K, flat contacts (no unit):
  L=12 nm: solved 1.4239, parabola 1.3804
  L=24 nm: solved 1.0186, parabola 1.0324
Fermi level above contact band edge = 0.05 eV
  enhancement with Fermi contacts, 300 K = 1.4233
  enhancement with Fermi contacts, 77 K = 1.393e+08
end amplitude to long-channel level A = 0.4086 eV
drain bias 0.60 V: hbar*omega = 0.08684 eV, ratio 1.248
  top at x = -1.414 nm, source barrier = 0.2394 eV
  top-to-drain band drop = 0.8394 eV
heavy valley mass 0.92 m_e: hbar*omega = 0.03162 eV
nonparabolicity 0.5 1/eV, depth 0.10 eV, L=12 nm: exponent 8.419
2D body 9.42 nm thick: hbar*omega = 0.08029 eV, ratio 1.154
```
